**Generalized Kohn-Sham operator of a τ-dependent functional: tests and neon example**

For $E_{xc}=\int e(n,\sigma,\tau)\,d^3r$, the program tests the operator $-\tfrac12\mathrm{div}(v_\tau\nabla\psi)$ and its matrix elements $\tfrac12\int v_\tau\nabla\chi_\mu\cdot\nabla\chi_\nu\,d^3r$ for real basis functions. Here $n$ is the density, $\sigma=|\nabla n|^2$, $\tau$ is the kinetic energy density with the factor ½, and $v_\tau=\partial e/\partial\tau$. With complex orbitals in a periodic box, it asserts that the full exchange-correlation operator reproduces finite differences of the energy for TPSS and r2SCAN. For neon in the cc-pVDZ basis, it asserts the same for the matrix and recovers the SCF orbital energies from the assembled Fock matrix. It also asserts that strong and weak forms agree in the s block, that the asymmetry on a finite sphere equals the surface term, and that the eigenvalues of $T+K$ relative to $T$ respect the bounds set by $1+v_\tau$. The largest difference between strong and weak forms is 6.5e-10 hartree for TPSS and 2.1e-6 hartree for r2SCAN. The integral of $v_\tau\tau$ is 0.660 hartree with TPSS and 1.568 hartree with r2SCAN.

## Numerical verification

```python
"""Generalized Kohn-Sham operator of a tau-dependent functional.

Result under test, for E_xc = integral of e(n, sigma, tau):
  (1/f_i) dE_xc/dpsi_i^* = [v_n - 2 div(v_sigma grad n)] psi_i
                           - (1/2) div(v_tau grad psi_i)
  K_mn = (1/2) integral v_tau grad chi_m . grad chi_n
n = density, sigma = |grad n|^2, tau = (1/2) sum_i f_i |grad psi_i|^2,
v_x = partial derivative of e with respect to x, f_i = 2 (closed shell).
Hartree atomic units throughout.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, dft

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
FUNCTIONALS = {"TPSS": "MGGA_X_TPSS,MGGA_C_TPSS",
               "r2SCAN": "MGGA_X_R2SCAN,MGGA_C_R2SCAN"}
rng = np.random.default_rng(7)


def evaluate_functional(code, n, grad_n, tau):
    """Energy density e and its derivatives v_n, v_sigma, v_tau."""
    rho = np.vstack([n, grad_n, np.zeros_like(n), tau])
    exc, vxc = dft.libxc.eval_xc(code, rho, spin=0, deriv=1)[:2]
    v = [np.ravel(x) for x in vxc if x is not None]
    return n * np.ravel(exc), v[0], v[1], v[-1]


# ---- Functional derivative with complex orbitals in a periodic box ----
POINTS, BOX = 15, 5.0
freq = np.fft.fftfreq(POINTS, 1.0 / POINTS)
kvec = np.array(np.meshgrid(freq, freq, freq, indexing="ij"))
kvec = kvec * 2 * np.pi / BOX
low_modes = np.all(np.abs(kvec) < 1.5 * 2 * np.pi / BOX, axis=0)
cell = (BOX / POINTS) ** 3


def gradient(f):
    return np.fft.ifftn(1j * kvec * np.fft.fftn(f), axes=(1, 2, 3))


def divergence(vec):
    return np.fft.ifftn(np.sum(1j * kvec * np.fft.fftn(
        vec, axes=(1, 2, 3)), axis=0))


def random_wave():
    c = rng.normal(size=(2,) + low_modes.shape)
    return np.fft.ifftn((c[0] + 1j * c[1]) * low_modes) * POINTS ** 3


def periodic_functional(code, orbitals):
    n = 2 * sum(np.abs(p) ** 2 for p in orbitals)
    tau = sum(np.sum(np.abs(gradient(p)) ** 2, axis=0) for p in orbitals)
    grad_n = gradient(n).real
    parts = evaluate_functional(code, n.ravel(), grad_n.reshape(3, -1),
                                tau.ravel())
    return [x.reshape(n.shape) for x in parts], grad_n


start = [np.ones(low_modes.shape, complex),
         np.fft.ifftn((np.arange(POINTS ** 3) == 1).reshape(
             low_modes.shape)) * POINTS ** 3]
orbitals = [0.2 * (s + 0.04 * random_wave()) for s in start]
changes = [0.02 * random_wave() for _ in orbitals]
print(f"Periodic box edge: {BOX:.1f} bohr, {POINTS} points per edge")
for name, code in FUNCTIONALS.items():
    (_, v_n, v_s, v_t), grad_n = periodic_functional(code, orbitals)
    local = v_n - 2 * divergence(v_s * grad_n).real
    local_part = tau_part = 0.0
    for psi, eta in zip(orbitals, changes):
        k_psi = -0.5 * divergence(v_t * gradient(psi))
        local_part += 4 * cell * np.sum(eta.conj() * local * psi).real
        tau_part += 4 * cell * np.sum(eta.conj() * k_psi).real
    step = 1e-4
    energies = []
    for s in (step, -step):
        moved = [p + s * d for p, d in zip(orbitals, changes)]
        energies.append(cell * periodic_functional(code, moved)[0][0].sum())
    numeric = (energies[0] - energies[1]) / (2 * step)
    scale = abs(local_part) + abs(tau_part)
    assert abs(numeric - local_part - tau_part) < 1e-5 * scale
    assert abs(tau_part) > 1e-3 * scale
    print(f"{name} box dE_xc/ds: finite difference {numeric:.7f}, "
          f"operator {local_part + tau_part:.7f} hartree")
    print(f"{name} box dE_xc/ds, tau term alone: {tau_part:.7f} hartree")

# ---- Neon atom: matrix elements, Hermiticity, worked numbers ----
mol = gto.M(atom="Ne 0 0 0", basis="cc-pvdz", verbose=0)
s_index = [i for i, lab in enumerate(mol.ao_labels(fmt=None))
           if lab[2].endswith("s")]
kinetic, overlap = mol.intor("int1e_kin"), mol.intor("int1e_ovlp")
print(f"Neon, cc-pVDZ: {mol.nao} basis functions, {len(s_index)} of s type")


def atomic_fields(ao, occupied):
    psi = np.einsum("xgm,mi->xgi", ao[:4], occupied)
    n = 2 * np.sum(psi[0] ** 2, axis=1)
    grad_n = 4 * np.sum(psi[0] * psi[1:], axis=2)
    tau = np.sum(psi[1:] ** 2, axis=(0, 2))
    return n, grad_n, tau


def on_ray(r, derivative):
    coords = np.zeros((len(r), 3))
    coords[:, 2] = r
    return mol.eval_gto(f"GTOval_sph_deriv{derivative}", coords)


def ray_v_tau(code, occupied, r):
    fields = atomic_fields(on_ray(r, 1), occupied)
    return evaluate_functional(code, *fields)[3], fields[2]


def strong_operator(code, occupied, r):
    """chi, its radial slope, K chi and -(1/2) v_tau lap chi (s type)."""
    ao = on_ray(r, 2)[:, :, s_index]
    h = 1e-4
    v = ray_v_tau(code, occupied, r)[0]
    v_slope = (ray_v_tau(code, occupied, r * (1 + h))[0]
               - ray_v_tau(code, occupied, r * (1 - h))[0]) / (2 * h * r)
    laplacian_term = -0.5 * v[:, None] * (ao[4] + ao[7] + ao[9])
    full = laplacian_term - 0.5 * v_slope[:, None] * ao[3]
    return ao[0], ao[3], full, laplacian_term


def radial_grid(radius, count=400):
    t, w = np.polynomial.legendre.leggauss(count)
    u = 0.5 * (t + 1)
    r = radius * u ** 3
    return r, 0.5 * w * 3 * radius * u ** 2 * 4 * np.pi * r ** 2


for name, code in FUNCTIONALS.items():
    mf = dft.RKS(mol)
    mf.xc, mf.grids.level, mf.conv_tol = code, 5, 1e-11
    total_energy = mf.kernel()
    assert mf.converged
    occ = mf.mo_coeff[:, :5]
    weights = mf.grids.weights
    ao = mol.eval_gto("GTOval_sph_deriv1", mf.grids.coords)
    n, grad_n, tau = atomic_fields(ao, occ)
    _, v_n, v_s, v_t = evaluate_functional(code, n, grad_n, tau)

    # Weak-form matrix of the tau term and matrix of the other terms
    k_mat = sum(0.5 * a.T @ ((weights * v_t)[:, None] * a) for a in ao[1:])
    half = 0.5 * v_n[:, None] * ao[0] + 2 * v_s[:, None] * np.einsum(
        "xg,xgm->gm", grad_n, ao[1:])
    half = ao[0].T @ (weights[:, None] * half)
    v_mat = half + half.T + k_mat

    # Energy derivative along random changes of the occupied orbitals
    worst = 0.0
    for _ in range(3):
        change = rng.normal(size=occ.shape) * 0.3
        step = 1e-4
        e_pm = [weights @ evaluate_functional(
            code, *atomic_fields(ao, occ + s * change))[0]
            for s in (step, -step)]
        numeric = (e_pm[0] - e_pm[1]) / (2 * step)
        formula = 4 * np.sum(change * (v_mat @ occ))
        worst = max(worst, abs(numeric - formula))
        assert abs(numeric - formula) < 1e-5 * max(1.0, abs(formula))

    # The assembled Fock matrix must give the SCF orbital energies
    density_matrix = 2 * occ @ occ.T
    fock = mf.get_hcore() + mf.get_j(dm=density_matrix) + v_mat
    levels = eigh(fock, overlap, eigvals_only=True)
    assert np.max(np.abs(levels[:5] - mf.mo_energy[:5])) < 1e-5

    # Strong form on a radial grid against weak form on the 3D grid
    r, w = radial_grid(7.0)
    chi, _, k_chi, lap_chi = strong_operator(code, occ, r)
    strong = chi.T @ (w[:, None] * k_chi)
    only_laplacian = chi.T @ (w[:, None] * lap_chi)
    weak = k_mat[np.ix_(s_index, s_index)]
    form_error = np.max(np.abs(strong - weak))
    assert form_error < 1e-4
    asym = np.max(np.abs(strong - strong.T))
    asym_lap = np.max(np.abs(only_laplacian - only_laplacian.T))
    assert asym < 1e-5 and asym_lap > 100 * asym

    # On a finite sphere the asymmetry equals the surface term
    radius = 1.0
    rs, ws = radial_grid(radius)
    chi_in, _, k_in, _ = strong_operator(code, occ, rs)
    inside = chi_in.T @ (ws[:, None] * k_in)
    edge = np.array([radius])
    b, db = [x[0] for x in strong_operator(code, occ, edge)[:2]]
    v_edge = ray_v_tau(code, occ, edge)[0][0]
    surface = -2 * np.pi * radius ** 2 * v_edge * (
        np.outer(b, db) - np.outer(db, b))
    assert np.max(np.abs(inside - inside.T - surface)) < 1e-5
    assert np.max(np.abs(surface)) > 1e-4

    # Sum over orbitals against the radial integral of v_tau * tau
    k_orb = np.diag(occ.T @ k_mat @ occ)
    v_ray, tau_ray = ray_v_tau(code, occ, r)
    radial_sum = w @ (v_ray * tau_ray)
    assert abs(2 * k_orb.sum() - radial_sum) < 1e-4

    # Bounds on the combined kinetic form
    ratio = eigh(kinetic + k_mat, kinetic, eigvals_only=True)
    low, high = 1 + v_t.min(), 1 + v_t.max()
    assert low - 1e-4 < ratio[0] and ratio[-1] < high + 1e-4

    # K psi / psi differs between orbitals: no multiplicative potential
    spot = np.array([0.1])
    c_spot, _, k_spot, _ = strong_operator(code, occ, spot)
    quotient = (k_spot @ occ[s_index, :2] / (c_spot @ occ[s_index, :2]))[0]
    assert abs(quotient[0] - quotient[1]) > 1e-3

    print(f"{name} total energy: {total_energy:.6f} hartree")
    print(f"{name} orbital energies 1s, 2s, 2p: {levels[0]:.5f}, "
          f"{levels[1]:.5f}, {levels[2]:.5f} hartree")
    radii = np.array([0.1, 0.3, 0.6, 1.0, 2.0])
    for rad, val in zip(radii, ray_v_tau(code, occ, radii)[0]):
        print(f"{name} v_tau at r = {rad:.1f} bohr: {val:.6f} (no unit)")
    for i, row in enumerate(weak):
        print(f"{name} K, s block, row {i + 1}: "
              + ", ".join(f"{x:.6f}" for x in row) + " hartree")
    print(f"{name} <K> for 1s, 2s, 2p: {k_orb[0]:.6f}, {k_orb[1]:.6f}, "
          f"{k_orb[2]:.6f} hartree")
    print(f"{name} integral of v_tau*tau: {radial_sum:.5f} hartree "
          f"= {radial_sum * HARTREE_EV:.3f} eV")
    print(f"{name} kinetic energy: "
          f"{np.sum(density_matrix * kinetic):.5f} hartree")
    print(f"{name} 1+v_tau on grid: {low:.5f} to {high:.5f} (no unit)")
    print(f"{name} eigenvalues of T+K relative to T: {ratio[0]:.5f} to "
          f"{ratio[-1]:.5f} (no unit)")
    print(f"{name} K psi/psi at r = {spot[0]:.1f} bohr, 1s and 2s: "
          f"{quotient[0]:.5f}, {quotient[1]:.5f} hartree")
    print(f"{name} largest strong-weak difference: {form_error:.1e} hartree")
    print(f"{name} asymmetry, full K and Laplacian term alone: "
          f"{asym:.1e}, {asym_lap:.5f} hartree")
    print(f"{name} largest surface term at r = {radius:.1f} bohr: "
          f"{np.max(np.abs(surface)):.6f} hartree")
    print(f"{name} largest energy-derivative error: {worst:.1e} hartree")

print("all tests passed")
```

It prints:

```
Periodic box edge: 5.0 bohr, 15 points per edge
TPSS box dE_xc/ds: finite difference 2.6208056, operator 2.6208056 hartree
TPSS box dE_xc/ds, tau term alone: -0.0111510 hartree
r2SCAN box dE_xc/ds: finite difference 2.7831863, operator 2.7831863 hartree
r2SCAN box dE_xc/ds, tau term alone: -0.0734654 hartree
Neon, cc-pVDZ: 14 basis functions, 3 of s type
TPSS total energy: -128.910942 hartree
TPSS orbital energies 1s, 2s, 2p: -30.64898, -1.32593, -0.45173 hartree
TPSS v_tau at r = 0.1 bohr: 0.004506 (no unit)
TPSS v_tau at r = 0.3 bohr: 0.001104 (no unit)
TPSS v_tau at r = 0.6 bohr: 0.014375 (no unit)
TPSS v_tau at r = 1.0 bohr: 0.019814 (no unit)
TPSS v_tau at r = 2.0 bohr: 0.002522 (no unit)
TPSS K, s block, row 1: 0.184677, -0.093729, 0.001473 hartree
TPSS K, s block, row 2: -0.093729, 0.093844, 0.013415 hartree
TPSS K, s block, row 3: 0.001473, 0.013415, 0.006538 hartree
TPSS <K> for 1s, 2s, 2p: 0.184693, 0.034856, 0.036863 hartree
TPSS integral of v_tau*tau: 0.66028 hartree = 17.967 eV
TPSS kinetic energy: 128.37929 hartree
TPSS 1+v_tau on grid: 0.99923 to 1.43309 (no unit)
TPSS eigenvalues of T+K relative to T: 1.00378 to 1.01745 (no unit)
TPSS K psi/psi at r = 0.1 bohr, 1s and 2s: -0.06385, -0.04635 hartree
TPSS largest strong-weak difference: 6.5e-10 hartree
TPSS asymmetry, full K and Laplacian term alone: 3.4e-10, 0.00416 hartree
TPSS largest surface term at r = 1.0 bohr: 0.016017 hartree
TPSS largest energy-derivative error: 4.1e-08 hartree
r2SCAN total energy: -128.866800 hartree
r2SCAN orbital energies 1s, 2s, 2p: -30.73979, -1.37682, -0.47721 hartree
r2SCAN v_tau at r = 0.1 bohr: 0.005780 (no unit)
r2SCAN v_tau at r = 0.3 bohr: 0.005823 (no unit)
r2SCAN v_tau at r = 0.6 bohr: 0.029027 (no unit)
r2SCAN v_tau at r = 1.0 bohr: 0.038273 (no unit)
r2SCAN v_tau at r = 2.0 bohr: 0.072199 (no unit)
r2SCAN K, s block, row 1: 0.370447, -0.197708, 0.004954 hartree
r2SCAN K, s block, row 2: -0.197708, 0.200303, 0.036540 hartree
r2SCAN K, s block, row 3: 0.004954, 0.036540, 0.040895 hartree
r2SCAN <K> for 1s, 2s, 2p: 0.370110, 0.087936, 0.108650 hartree
r2SCAN integral of v_tau*tau: 1.56798 hartree = 42.667 eV
r2SCAN kinetic energy: 128.36481 hartree
r2SCAN 1+v_tau on grid: 0.99999 to 1.07625 (no unit)
r2SCAN eigenvalues of T+K relative to T: 1.00800 to 1.06126 (no unit)
r2SCAN K psi/psi at r = 0.1 bohr, 1s and 2s: 0.51760, 0.76631 hartree
r2SCAN largest strong-weak difference: 2.1e-06 hartree
r2SCAN asymmetry, full K and Laplacian term alone: 4.7e-09, 0.05353 hartree
r2SCAN largest surface term at r = 1.0 bohr: 0.030939 hartree
r2SCAN largest energy-derivative error: 1.8e-08 hartree
all tests passed
```
